# Low-Frequency Trap Capacitance of a Thin Film with Uniform Potential Shift: test program

```python
"""
Result under test: if the potential of a whole film shifts uniformly, the
low-frequency trap capacitance per area is
    C_t = e^2 * integral dz D(z),
    D(z) = integral dE g(E,z) * (-df/dE), the thermally broadened trap density.
g: trap density per volume and energy; E: energy from the local band edge;
f: Fermi function; phi: electrostatic potential; e: elementary charge.
Energies are in eV, potentials in V, lengths in cm, densities in cm^-3 eV^-1,
capacitances in F/cm^2. With these units e^2*D*d is numerically q*D*d.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_bvp, quad
from scipy.optimize import brentq
from scipy.special import expit

q = const.e
temperature = 300.0
kT = const.k * temperature / q
thickness = 20e-7
rel_permittivity = 10.0
permittivity = rel_permittivity * const.epsilon_0 / 100.0
tail_energy = 0.060
tail_prefactor = 1e20
fermi_depth = 0.40
band_density = 5e18
capture_coefficient = 1e-8
insulator_cap = 0.1e-6
energy_grid = np.linspace(-2.0, 0.0, 2001)


def fermi(x):
    return expit(-x / kT)


def minus_fermi_slope(x):
    return expit(-x / kT) * expit(x / kT) / kT


def tail(energy, e0=tail_energy):
    return tail_prefactor * np.exp(energy / e0)


def trapped_density(phi, e0=tail_energy):
    phi = np.atleast_1d(phi)[:, None]
    values = tail(energy_grid, e0) * fermi(energy_grid + fermi_depth - phi)
    return simpson(values, x=energy_grid, axis=1)


def broadened_dos(phi, e0=tail_energy):
    phi = np.atleast_1d(phi)[:, None]
    values = tail(energy_grid, e0) * minus_fermi_slope(
        energy_grid + fermi_depth - phi)
    return simpson(values, x=energy_grid, axis=1)


def close(a, b, rtol):
    return abs(a - b) <= rtol * abs(b)


# --- Capacitance identity in a graded film with a bent static potential ---
def acceptors(energy, z):
    return tail(energy) * (1 + 2 * np.exp(-z / 5e-7))


def donors(energy, z):
    return 2e17 * (z / thickness) * np.exp(-0.5 * ((energy + 0.45) / 0.05)**2)


def static_potential(z):
    return 0.08 * np.exp(-z / 8e-7) - 0.02


def shift_shape(z):
    return np.exp(-z / 15e-7)


def film_charge(shift, shape):
    z = np.linspace(0, thickness, 201)[:, None]
    en = energy_grid[None, :]
    phi = static_potential(z) + shift * shape(z)
    f = fermi(en + fermi_depth - phi)
    rho = -acceptors(en, z) * f + donors(en, z) * (1 - f)
    return q * simpson(simpson(rho, x=energy_grid, axis=1), x=z[:, 0])


def film_formula(shape):
    xz, wz = np.polynomial.legendre.leggauss(30)
    xe, we = np.polynomial.legendre.leggauss(400)
    z = (0.5 * thickness * (xz + 1))[:, None]
    en = (xe - 1.0)[None, :]
    g = acceptors(en, z) + donors(en, z)
    dos = (g * minus_fermi_slope(en + fermi_depth - static_potential(z))) @ we
    return q * 0.5 * thickness * np.sum(wz * dos * shape(z)[:, 0])


step = 1e-4
graded = {}
for name, shape in (("uniform", np.ones_like), ("nonuniform", shift_shape)):
    numeric = -(film_charge(step, shape) - film_charge(-step, shape)) / (2 * step)
    graded[name] = (numeric, film_formula(shape))
    assert close(numeric, graded[name][1], 1e-4)

# --- Width and height of the capacitance peak of a nearly sharp level ---
sigma = 0.002
nodes, weights = np.polynomial.legendre.leggauss(60)
level = 6 * sigma * nodes
level_weight = weights * np.exp(-0.5 * (level / sigma)**2)
level_weight /= level_weight.sum()
sweep = np.linspace(-0.15, 0.15, 6001)
filling = fermi(level[None, :] - sweep[:, None]) @ level_weight
peak = np.gradient(filling, sweep)
above = sweep[peak >= 0.5 * peak.max()]
peak_width = above[-1] - above[0]
assert close(peak_width, 4 * np.arccosh(np.sqrt(2)) * kT, 5e-3)
assert close(peak.max(), 1 / (4 * kT), 5e-3)

# --- Exponential tail: broadening factor and logarithmic slope ---
ratio = kT / tail_energy
factor = np.pi * ratio / np.sin(np.pi * ratio)
dos_at_fermi = tail(-fermi_depth)
h = 1e-3
dos_from_filling = ((trapped_density(h) - trapped_density(-h)) / (2 * h))[0]
dos_broad = broadened_dos(0.0)[0]
# Remaining differences: tail ends at the band edge, and finite step.
assert close(dos_from_filling, dos_at_fermi * factor, 1e-3)
assert close(dos_broad, dos_from_filling, 1e-3)


def apparent_energy(e0):
    dos = broadened_dos(np.array([-h, h]), e0)
    return 2 * h / np.log(dos[1] / dos[0])


recovered_energy = apparent_energy(tail_energy)
steep_energy = 0.015
steep_apparent = apparent_energy(steep_energy)
assert close(recovered_energy, tail_energy, 1e-3)
assert close(steep_apparent, kT, 1e-2)

# --- Screening: nonlinear Poisson equation for the film ---
neutral_density = trapped_density(0.0)[0]


def solve_film(surface_potential):
    scale = q * thickness**2 / permittivity

    def equations(x, y):
        return np.vstack((y[1], scale * (trapped_density(y[0]) - neutral_density)))

    def boundary(left, right):
        return np.array([left[0] - surface_potential, right[1]])

    x = np.linspace(0, 1, 41)
    guess = np.vstack((np.full_like(x, surface_potential), np.zeros_like(x)))
    solution = solve_bvp(equations, boundary, x, guess, tol=1e-8, max_nodes=3000)
    assert solution.success
    return solution.sol


def poisson_capacitance(surface_potential):
    low = solve_film(surface_potential - h)
    high = solve_film(surface_potential + h)
    field_change = -(high(0.0)[1] - low(0.0)[1]) / thickness
    x = np.linspace(0, 1, 201)
    u = (high(x)[0] - low(x)[0]) / (2 * h)
    mean_phi = 0.5 * (high(x)[0] + low(x)[0])
    dos = broadened_dos(mean_phi)
    uniform = q * thickness * simpson(dos, x=x)
    weighted = q * thickness * simpson(dos * u, x=x)
    return (permittivity * field_change / (2 * h), uniform, weighted,
            u[-1], mean_phi[-1])


trap_cap = q * dos_broad * thickness
geometric_cap = permittivity / thickness
screening_length = np.sqrt(permittivity / (q * dos_broad))
tanh_cap = permittivity / screening_length * np.tanh(thickness / screening_length)
flat = poisson_capacitance(0.0)
bent_bias = 0.10
bent = poisson_capacitance(bent_bias)
assert close(flat[0], tanh_cap, 1e-3)
for case in (flat, bent):
    assert close(case[0], case[2], 1e-3)
    assert case[1] * (1 - case[1] / geometric_cap) < case[0] < case[1]
leading_loss = thickness**2 / (3 * screening_length**2)
assert abs((1 - flat[0] / trap_cap) - leading_loss) < leading_loss**2 * 2

# --- Frequency response: integrate trap rate equation in time ---
free_density = band_density * np.exp(-fermi_depth / kT)
capture_rate = capture_coefficient * free_density
free_cap = q * free_density * thickness / kT


def response_from_time(frequency):
    omega = 2 * np.pi * frequency / capture_rate
    x = np.linspace(-20, fermi_depth / kT, 601)
    emission = np.exp(x)
    f = 1 / (1 + emission)
    steps = 500
    periods = int(np.ceil(25 * omega / (2 * np.pi))) + 1
    dt = 2 * np.pi / omega / steps
    amplitude = 1e-3
    in_phase = np.zeros_like(f)
    capture = 1.0
    for k in range(1, periods * steps + 1):
        wave = np.sin(2 * np.pi * k / steps)
        new_capture = np.exp(amplitude * wave)
        f = (f * (1 - 0.5 * dt * (capture + emission))
             + 0.5 * dt * (capture + new_capture)) / (
                 1 + 0.5 * dt * (new_capture + emission))
        capture = new_capture
        if k > (periods - 1) * steps:
            in_phase += 2 * f * wave / steps
    density = tail(kT * x - fermi_depth)
    return simpson(density * in_phase / amplitude, x=x) / dos_broad


def response_formula(frequency):
    omega = 2 * np.pi * frequency

    def integrand(energy):
        x = energy + fermi_depth
        tau = fermi(x) / capture_rate
        return tail(energy) * minus_fermi_slope(x) / (1 + (omega * tau)**2)

    value = quad(integrand, -1.5, 0, points=[-fermi_depth], limit=200,
                 epsabs=0, epsrel=1e-9)[0]
    return value / dos_broad


frequencies = (100.0, 1e4)
responses = []
for frequency in frequencies:
    simulated = response_from_time(frequency)
    predicted = response_formula(frequency)
    assert abs(simulated - predicted) < 1e-3
    responses.append((simulated, predicted))

# --- Extraction through a gate insulator with a uniform film potential ---
def sheet_charge(phi):
    return q * thickness * (trapped_density(phi)[0] - neutral_density)


def potential_at_gate(voltage):
    return brentq(lambda p: p + sheet_charge(p) / insulator_cap - voltage,
                  -0.1, 0.1, xtol=1e-14)


phi_high, phi_low = potential_at_gate(h), potential_at_gate(-h)
measured_cap = (sheet_charge(phi_high) - sheet_charge(phi_low)) / (2 * h)
potential_slope = (phi_high - phi_low) / (2 * h)
extracted_cap = measured_cap * insulator_cap / (insulator_cap - measured_cap)
extracted_dos = extracted_cap / (q * thickness)
recovered_ratio = kT / recovered_energy
recovered_dos = extracted_dos * np.sin(np.pi * recovered_ratio) / (
    np.pi * recovered_ratio)
assert close(extracted_cap, trap_cap, 1e-3)
assert close(potential_slope, 1 - trap_cap / (trap_cap + insulator_cap), 1e-3)
assert close(recovered_dos, dos_at_fermi, 2e-3)

micro = 1e6
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT*1e3:.3f} meV")
print(f"film thickness: {thickness*1e7:.0f} nm")
print(f"relative permittivity: {rel_permittivity:.0f}")
print(f"tail energy E0: {tail_energy*1e3:.0f} meV")
print(f"tail density at band edge: {tail_prefactor:.1e} cm^-3 eV^-1")
print(f"Fermi level below band edge: {fermi_depth:.2f} eV")
for name, (numeric, formula) in graded.items():
    print(f"graded film, {name} shift, charge difference: {numeric*micro:.6f} uF/cm^2")
    print(f"graded film, {name} shift, formula: {formula*micro:.6f} uF/cm^2")
print(f"sharp-level peak width, numerical: {peak_width*1e3:.2f} meV")
print(f"sharp-level width, formula: {4*np.arccosh(np.sqrt(2))*kT*1e3:.2f} meV")
print(f"ratio kT/E0: {ratio:.4f}")
print(f"broadening factor, formula: {factor:.4f}")
print(f"true density at Fermi level: {dos_at_fermi:.4e} cm^-3 eV^-1")
print(f"broadened density D: {dos_broad:.4e} cm^-3 eV^-1")
print(f"D from change of filling: {dos_from_filling:.4e} cm^-3 eV^-1")
print(f"tail energy from slope of ln D: {recovered_energy*1e3:.3f} meV")
print(f"steep tail, true energy: {steep_energy*1e3:.1f} meV")
print(f"steep tail, apparent energy: {steep_apparent*1e3:.3f} meV")
print(f"uniform-shift trap capacitance: {trap_cap*micro:.5f} uF/cm^2")
print(f"same trap capacitance in SI: {trap_cap*1e4:.4e} F/m^2")
print(f"geometric film capacitance: {geometric_cap*micro:.5f} uF/cm^2")
print(f"screening length: {screening_length*1e7:.2f} nm")
print(f"flat film, Poisson capacitance: {flat[0]*micro:.5f} uF/cm^2")
print(f"flat film, tanh formula: {tanh_cap*micro:.5f} uF/cm^2")
print(f"flat film, actual screening loss: {100*(1-flat[0]/trap_cap):.2f} %")
print(f"flat film, leading loss estimate: {100*leading_loss:.2f} %")
print(f"flat film, shift at back over front: {flat[3]:.4f}")
print(f"bent film, front potential: {bent_bias:.2f} V")
print(f"bent film, back potential: {bent[4]:.4f} V")
print(f"bent film, uniform-shift formula: {bent[1]*micro:.5f} uF/cm^2")
print(f"bent film, Poisson capacitance: {bent[0]*micro:.5f} uF/cm^2")
print(f"bent film, weighted formula: {bent[2]*micro:.5f} uF/cm^2")
print(f"bent film, lower bound: {bent[1]*(1-bent[1]/geometric_cap)*micro:.5f} uF/cm^2")
print(f"bent film, shift at back over front: {bent[3]:.4f}")
print(f"effective band density: {band_density:.1e} cm^-3")
print(f"free electron density: {free_density:.3e} cm^-3")
print(f"free-electron capacitance: {free_cap*micro:.3e} uF/cm^2")
print(f"capture coefficient: {capture_coefficient:.1e} cm^3/s")
print(f"capture rate c*n: {capture_rate:.3e} 1/s")
print(f"corner frequency c*n/(2 pi): {capture_rate/(2*np.pi):.1f} Hz")
for frequency, (simulated, predicted) in zip(frequencies, responses):
    print(f"C/C_t at {frequency:.0f} Hz, time integration: {simulated:.5f}")
    print(f"C/C_t at {frequency:.0f} Hz, formula: {predicted:.5f}")
print(f"insulator capacitance: {insulator_cap*micro:.3f} uF/cm^2")
print(f"series capacitance at gate: {measured_cap*micro:.5f} uF/cm^2")
print(f"film potential change per gate voltage: {potential_slope:.5f}")
print(f"extracted trap capacitance: {extracted_cap*micro:.5f} uF/cm^2")
print(f"extracted broadened density: {extracted_dos:.4e} cm^-3 eV^-1")
print(f"density after removing broadening: {recovered_dos:.4e} cm^-3 eV^-1")
print("finished without a failed check")
```

Running it gives:

```
temperature: 300 K
thermal energy kT: 25.852 meV
film thickness: 20 nm
relative permittivity: 10
tail energy E0: 60 meV
tail density at band edge: 1.0e+20 cm^-3 eV^-1
Fermi level below band edge: 0.40 eV
graded film, uniform shift, charge difference: 0.136694 uF/cm^2
graded film, uniform shift, formula: 0.136694 uF/cm^2
graded film, nonuniform shift, charge difference: 0.090962 uF/cm^2
graded film, nonuniform shift, formula: 0.090962 uF/cm^2
sharp-level peak width, numerical: 91.30 meV
sharp-level width, formula: 91.14 meV
ratio kT/E0: 0.4309
broadening factor, formula: 1.3862
true density at Fermi level: 1.2726e+17 cm^-3 eV^-1
broadened density D: 1.7638e+17 cm^-3 eV^-1
D from change of filling: 1.7638e+17 cm^-3 eV^-1
tail energy from slope of ln D: 60.015 meV
steep tail, true energy: 15.0 meV
steep tail, apparent energy: 25.853 meV
uniform-shift trap capacitance: 0.05652 uF/cm^2
same trap capacitance in SI: 5.6517e-04 F/m^2
geometric film capacitance: 0.44271 uF/cm^2
screening length: 55.98 nm
flat film, Poisson capacitance: 0.05423 uF/cm^2
flat film, tanh formula: 0.05423 uF/cm^2
flat film, actual screening loss: 4.05 %
flat film, leading loss estimate: 4.26 %
flat film, shift at back over front: 0.9394
bent film, front potential: 0.10 V
bent film, back potential: 0.0869 V
bent film, uniform-shift formula: 0.25864 uF/cm^2
bent film, Poisson capacitance: 0.21982 uF/cm^2
bent film, weighted formula: 0.21981 uF/cm^2
bent film, lower bound: 0.10754 uF/cm^2
bent film, shift at back over front: 0.7720
effective band density: 5.0e+18 cm^-3
free electron density: 9.534e+11 cm^-3
free-electron capacitance: 1.182e-05 uF/cm^2
capture coefficient: 1.0e-08 cm^3/s
capture rate c*n: 9.534e+03 1/s
corner frequency c*n/(2 pi): 1517.4 Hz
C/C_t at 100 Hz, time integration: 0.99935
C/C_t at 100 Hz, formula: 0.99935
C/C_t at 10000 Hz, time integration: 0.45799
C/C_t at 10000 Hz, formula: 0.45800
insulator capacitance: 0.100 uF/cm^2
series capacitance at gate: 0.03611 uF/cm^2
film potential change per gate voltage: 0.63891
extracted trap capacitance: 0.05652 uF/cm^2
extracted broadened density: 1.7638e+17 cm^-3 eV^-1
density after removing broadening: 1.2726e+17 cm^-3 eV^-1
finished without a failed check
```
